\section*{Zero-failure lower bound on Weibull characteristic lifetime with known slope, part 1}

(Sections cited here and not found follow in the second part.)

\section{The bound and what it asserts}

A reliability test holds $N$ devices under the same stress for a time $T$, and none of them fails. The lifetimes follow a Weibull law whose slope $\beta$ is known and whose characteristic lifetime $\eta$ is not. A lower bound $\eta_L$ on $\eta$ is wanted that is asserted wrongly with probability at most $\alpha$. Among the quantities on which it can depend, $T$ alone has the dimension of time, while $N$, $\beta$ and $\alpha$ are pure numbers. Therefore
\begin{equation}
\eta_L=T\,g(N,\beta,\alpha),
\end{equation}
with a dimensionless function $g$. Doubling the duration at fixed $N$, $\beta$ and $\alpha$ doubles the bound.

A change of clock fixes more of the form. The Weibull law gives the probability that a device survives beyond time $t$ as
\begin{equation}
S(t)=\exp\!\left[-\left(\frac{t}{\eta}\right)^{\beta}\right],\qquad \eta>0,\ \beta>0 .
\label{eq:S}
\end{equation}
With the new time variable $u=t^{\beta}$ and the new parameter $\theta=\eta^{\beta}$ this becomes $\exp(-u/\theta)$, an exponential law that no longer contains $\beta$. Because $u$ increases with $t$, the statements $\eta\ge L$ and $\theta\ge L^{\beta}$ are true together or false together. The largest bound with risk at most $\alpha$ in one clock is thus carried into the largest such bound in the other, so that $\eta_L^{\beta}=\theta_L$. In the new clock the test lasts $U=T^{\beta}$, and the dimensional argument gives $\theta_L=U\,c(N,\alpha)$, where $c$ cannot depend on $\beta$.

The dependence on $N$ follows from the exponential law. If the devices fail independently, all $N$ survive with probability $[\exp(-U/\theta)]^N=\exp(-NU/\theta)$. This is also the probability that one device survives for a time $NU$. The two experiments have the same chance of showing no failure at every $\theta$, hence the same bound, and $c(N,\alpha)=N\,k(\alpha)$. Returning to the original clock,
\begin{equation}
\eta_L=T\left[N\,k(\alpha)\right]^{1/\beta}.
\label{eq:form}
\end{equation}
What remains to be found is one function of the risk. The algebra contains only ratios of times, so it reads the same in atomic units as in hours.

The assumptions are these. The $N$ devices are nominally identical, they fail independently, and each has the survival function \eqref{eq:S} with the same $\eta$ and $\beta$. Voltage and temperature are constant. A failure is detected whenever it occurs. The values of $N$, $T$, $\beta$ and $\alpha$ are fixed before the test begins. The confidence level is $1-\alpha$.

The parameter $\eta$ is the time at which $S=1/e$, since \eqref{eq:S} gives $S(\eta)=\exp(-1)$. The slope describes how the danger changes with age. The density of lifetimes is minus the derivative of the survival function,
\begin{equation}
f(t)=-\frac{dS}{dt}=\frac{\beta}{\eta}\left(\frac{t}{\eta}\right)^{\beta-1}
\exp\!\left[-\left(\frac{t}{\eta}\right)^{\beta}\right],
\end{equation}
and the failure rate among devices still alive is $f/S=(\beta/\eta)(t/\eta)^{\beta-1}$. It grows with age if $\beta>1$, is constant if $\beta=1$, and falls if $\beta<1$.

The probability $F$ that a given device fails during the test is the integral of the density up to $T$. With $x=(t/\eta)^{\beta}$ one has $dx=(\beta/\eta)(t/\eta)^{\beta-1}dt$, so that
\begin{equation}
F=\int_0^T f(t)\,dt=\int_0^{(T/\eta)^{\beta}}e^{-x}\,dx
=1-\exp\!\left[-\left(\frac{T}{\eta}\right)^{\beta}\right].
\end{equation}
Independence turns the probability of no failure among $N$ devices into a product of $N$ equal factors $1-F$:
\begin{equation}
P_0(\eta)=(1-F)^N=\exp\!\left[-N\left(\frac{T}{\eta}\right)^{\beta}\right].
\label{eq:P0}
\end{equation}
As $\eta$ grows, $(T/\eta)^{\beta}$ falls, the exponent becomes less negative, and $P_0$ rises. It rises strictly from 0 at $\eta\to0$ to 1 at $\eta\to\infty$, so it takes the value $\alpha$, with $0<\alpha<1$, at one and only one lifetime. Call this lifetime $\eta_L$. Taking the logarithm of $P_0(\eta_L)=\alpha$ and changing the sign of both sides,
\begin{align}
N\left(\frac{T}{\eta_L}\right)^{\beta}&=\ln\frac1\alpha,\\
\left(\frac{\eta_L}{T}\right)^{\beta}&=\frac{N}{\ln(1/\alpha)},\\
\eta_L&=T\left[\frac{N}{\ln(1/\alpha)}\right]^{1/\beta}.
\label{eq:main}
\end{align}
The second line is the first with both sides inverted and multiplied by $N$; the third takes the positive root of order $\beta$. The result has the form \eqref{eq:form} with $k(\alpha)=1/\ln(1/\alpha)$.

So far $\eta_L$ is the lifetime at which a clean test has probability $\alpha$. To show that it is a confidence bound, one must state what is done with every outcome. The rule is to assert $\eta\ge\eta_L$ if no device fails, and to assert nothing if one or more fail. Suppose first that the true lifetime satisfies $\eta\ge\eta_L$. The assertion, if made, is true, and the probability of a false assertion is zero. Suppose instead that $\eta<\eta_L$. The assertion is then false whenever it is made, and it is made with probability $P_0(\eta)$. Since $P_0$ rises strictly,
\begin{equation}
P_0(\eta)<P_0(\eta_L)=\alpha\qquad\text{for }\eta<\eta_L .
\end{equation}
The risk is therefore below $\alpha$ for every true $\eta$, and it approaches $\alpha$ as $\eta$ approaches $\eta_L$ from below.

No larger number would do. Let a rule assert $\eta\ge L$ after a clean test, with $L>\eta_L$, and consider a true lifetime between the two, $\eta_L<\eta<L$. The assertion is false there, and it is made with probability $P_0(\eta)>P_0(\eta_L)=\alpha$. The permitted risk is exceeded. This holds whatever the rule does after one or more failures, because those outcomes can add to the probability of a false assertion but cannot reduce it. Equation \eqref{eq:main} is thus the largest bound that a clean test can support in this model at risk $\alpha$.

The probability in this argument belongs to the rule, before the test is run. It is not the probability that $\eta$ lies above $\eta_L$ once the test has come out clean. The difference is plain for a product whose true lifetime lies below $\eta_L$: clean tests are then rare, but each of them leads to a false assertion. A probability for $\eta$ itself requires a prior distribution.

A simple prior reproduces the bound. Let $\lambda=\eta^{-\beta}$, and take a prior that is flat in $\lambda$ for $\lambda>0$. A clean test has the likelihood $\exp(-NT^{\beta}\lambda)$ by \eqref{eq:P0}, and normalization gives the posterior density
\begin{equation}
\pi(\lambda)=NT^{\beta}\exp(-NT^{\beta}\lambda).
\end{equation}
Lifetimes below $\eta_L$ correspond to $\lambda>\lambda_L=\eta_L^{-\beta}=\ln(1/\alpha)/(NT^{\beta})$. Their posterior probability is
\begin{equation}
\int_{\lambda_L}^{\infty}\pi(\lambda)\,d\lambda=\exp(-NT^{\beta}\lambda_L)=\alpha .
\end{equation}
The numerical agreement depends on the prior. A prior flat in $\ln\eta$, for instance, is proportional to $d\lambda/\lambda$. The integral of $\exp(-NT^{\beta}\lambda)/\lambda$ diverges logarithmically at small $\lambda$, so this prior gives no normalizable posterior at all. A clean test does not exclude arbitrarily long lifetimes, and such a prior gives them unlimited weight.

The condition that $T$ be fixed in advance can be relaxed if the devices are watched continuously. Let $X_1$ be the time at which the first of the $N$ devices would fail. By \eqref{eq:P0} with $T$ replaced by $x$, it exceeds $x$ with probability $\exp[-N(x/\eta)^{\beta}]$. The quantity $Y=N(X_1/\eta)^{\beta}$ then exceeds $y$ with probability $e^{-y}$. Suppose that the test is stopped at some time $\tau<X_1$, chosen while it runs, and that \eqref{eq:main} is used with $T=\tau$. The assertion is false if $\eta<\tau[N/\ln(1/\alpha)]^{1/\beta}$, which is the same as $N(\tau/\eta)^{\beta}>\ln(1/\alpha)$. Since $\tau<X_1$, this implies $Y>\ln(1/\alpha)$, an event of probability $\alpha$. The risk stays at or below $\alpha$.

Repeating the test on fresh samples until one comes out clean is a different matter. If up to $m$ independent samples are tried, the chance that at least one is clean is $1-[1-P_0(\eta)]^m$. For $\eta$ just below $\eta_L$ this comes close to $1-(1-\alpha)^m$, which exceeds $\alpha$ for $m>1$. The bound then no longer has its stated confidence, and the discarded samples must be counted.

The factor $N^{1/\beta}$ has a simple physical reading. The time to the first failure among $N$ devices follows a Weibull law with the same slope and the characteristic lifetime $\eta N^{-1/\beta}$, because
\begin{equation}
\exp\!\left[-N\left(\frac{t}{\eta}\right)^{\beta}\right]
=\exp\!\left[-\left(\frac{t}{\eta N^{-1/\beta}}\right)^{\beta}\right].
\end{equation}
A clean test of duration $T$ bounds this shorter lifetime from below by $T[\ln(1/\alpha)]^{-1/\beta}$, and multiplication by $N^{1/\beta}$ gives the bound for a single device. The same identity describes area. If breakdown can begin independently and with equal likelihood in equal parts of an insulator, a capacitor of $M$ times the tested area survives only if $M$ such parts survive. Its bound is then $\eta_L M^{-1/\beta}$.

The limiting cases show what each quantity contributes. For $\beta\to\infty$ at fixed $N$ and $\alpha$ the exponent $1/\beta$ vanishes and $\eta_L\to T$: all devices fail at nearly the same age, and additional devices teach nothing new. For $\alpha\to0$ the bound falls to zero, since no finite clean test excludes a short lifetime with certainty. If $N<\ln(1/\alpha)$, the bound lies below $T$. A few devices may outlive their characteristic lifetime by luck, and a small sample cannot rule this out at the required risk.

A clean test also supports a statement that does not use the Weibull law. Let $s$ be the probability that one device survives the test, whatever the distribution of lifetimes. Independence gives $P_0=s^N$, and the reasoning used for $\eta$ yields the lower bound
\begin{equation}
s\ge\alpha^{1/N}.
\label{eq:floor}
\end{equation}
The slope carries this information from the time $T$ to other times. Inserting \eqref{eq:main} into \eqref{eq:S} gives the lower bound on survival at any time $t$,
\begin{equation}
S_L(t)=\exp\!\left[-\left(\frac tT\right)^{\beta}\frac{\ln(1/\alpha)}{N}\right],
\end{equation}
which reduces to $\alpha^{1/N}$ at $t=T$, where $\beta$ drops out. Survival cannot increase with time, so the floor $\alpha^{1/N}$ also holds at every time before $T$, whatever the slope. A higher floor before $T$, or any positive floor after $T$, requires an assumption about the lifetime law, which here is the Weibull form with its known slope.

Engineers often need the time $t_p$ by which a small fraction $p$ has failed. Setting $S(t_p)=1-p$ in \eqref{eq:S} gives $(t_p/\eta)^{\beta}=-\ln(1-p)$, hence $t_p=\eta[-\ln(1-p)]^{1/\beta}$. With $\beta$ known, $t_p$ is a fixed positive multiple of $\eta$. The bound on one becomes the bound on the other at the same risk:
\begin{equation}
t_{p,L}=T\left[\frac{-N\ln(1-p)}{\ln(1/\alpha)}\right]^{1/\beta}.
\label{eq:tp}
\end{equation}

For a clean test with known Weibull slope, this part has derived the largest lower bound on $\eta$ at risk $\alpha$ and the corresponding bound on $t_p$. What remains is to work through a numerical case and to see how the bounds change when the slope is uncertain, a failure is missed, the stress is misstated, or the devices vary or carry defects.
